# Potential of a Dipole Strip and the Barrier of Narrow Contacts, part 2

A metal at zero potential fills $z<0$, with an n-type semiconductor of permittivity $\epsilon$ above it. On a long interface strip, $|x|<w/2$ and extended along $y$, a dipole layer raises the potential by $D>0$ relative to the surrounding interface. How far does this lower the barrier for electrons leaving the metal?

Formulas are in SI form, with lengths in nm and potentials in volts. An electron has energy $-e\phi$, with $e>0$. The surrounding barrier $\Phi$ is measured from the metal's Fermi level to the conduction-band edge at the interface.

With $p$ the layer's moment per unit area, $D=p/\epsilon$. Part 1 gave, for a free strip and for one on metal,

$$
\phi(0,z)=\frac{p}{\pi\epsilon}\arctan\frac{w}{2z},
$$

$$
\phi_{\rm m}(x,z)=\frac{D}{\pi}\left[\arctan\frac{w/2-x}{z}+\arctan\frac{w/2+x}{z}\right].
$$

On the axis, $\phi_{\rm m}=(2D/\pi)\arctan(w/2z)$. The derivative needed is $d\arctan(a/z)/dz=-a/(z^2+a^2)$, with $a=w/2$.

A second grounded plane at $z=L$ changes the axial potential to

$$
\phi_L(0,z)=\frac{2D}{\pi}\arctan\left[\cot\frac{\pi z}{2L}\,\tanh\frac{\pi w}{4L}\right],\qquad 0<z<L .
$$

A Poisson-grid calculation with $L=3w$ tested this formula. The far limit of the free strip is $pw/(2\pi\epsilon z)$. For a strip of finite length $\ell$, each line's contribution at the midpoint is reduced by the factor

$$
\sin t=\frac{\ell/2}{\sqrt{s^2+\ell^2/4}}\approx1-\frac{2s^2}{\ell^2},
$$

where $s$ is the distance to the line in the $xz$ plane.

The semiconductor has $N$ ionized donors per unit volume and is taken as empty of electrons for $0<z<W$. Without the strip, the electron energy measured from $\Phi$ is

$$
U_0(z)=-eFz+E_{\rm b}\frac{z^2}{W^2},\qquad eF=\frac{2E_{\rm b}}{W},
$$

with band bending

$$
E_{\rm b}=\frac{e^2NW^2}{2\epsilon}.
$$

For $z\ll W$ the linear term, with interface field strength $F$, suffices. Adding the strip, with the donor charge held fixed, gives the energy on the axis:

$$
U(z)=\Phi-eFz-\frac{2eD}{\pi}\arctan\frac{w}{2z}.
$$

### Pinch-off

With the derivative of the arctangent from Part 1,

$$
\frac{dU}{dz}=-eF+\frac{eDw}{\pi}\,\frac{1}{z^2+w^2/4}.
$$

The second term is largest at the surface, where it equals $4eD/(\pi w)$. If this is smaller than $eF$, the energy falls from the interface onwards, and an electron emitted at the centre sees the barrier $\Phi-eD$. If it is larger, the energy first rises and then falls. The change occurs at the critical width

$$
w_{\rm c}=\frac{4D}{\pi F}.
$$

For $w<w_{\rm c}$ the derivative vanishes at

$$
z_*^2=\frac{Dw}{\pi F}-\frac{w^2}{4}=\frac{w(w_{\rm c}-w)}{4}.
$$

This is a maximum along $z$. At fixed height, by contrast, the energy is lowest on the axis. Indeed

$$
\frac{\partial\phi_{\rm m}}{\partial x}=\frac{Dz}{\pi}\left[\frac1{z^2+(w/2+x)^2}-\frac1{z^2+(w/2-x)^2}\right]
$$

is negative for $x>0$ and positive for $x<0$, so $\phi_{\rm m}$ peaks at $x=0$. The point $(0,z_*)$ is a saddle. Every path from the metal into the semiconductor crosses the plane $z=z_*$, where the energy is nowhere below the saddle energy. The path along the axis never exceeds it. The saddle is therefore the lowest classical barrier.

### Barrier lowering in closed form

Define $\delta=\Phi-U(z_*)$, the lowering of the effective barrier relative to the surrounding contact:

$$
\delta=eFz_*+\frac{2eD}{\pi}\arctan\frac{w}{2z_*}.
$$

Let $q=w/w_{\rm c}$. Then $z_*=(w_{\rm c}/2)\sqrt{q(1-q)}$, and because $Fw_{\rm c}/2=2D/\pi$, the first term is $(2eD/\pi)\sqrt{q(1-q)}$. In the second term $w/(2z_*)=\sqrt{q/(1-q)}$. An angle with this tangent has the sine $\sqrt q$. Hence

$$
\boxed{\frac{\delta}{eD}=\frac2\pi\left[\arcsin\sqrt q+\sqrt{q(1-q)}\right]},\qquad 0<q<1,
$$

and $\delta=eD$ for $q\ge1$. The two expressions join at $q=1$, where the arcsine is $\pi/2$. In code this form avoids the division by $z_*$, which vanishes there.

For small $q$ use $\arcsin\sqrt q\approx\sqrt q\,(1+q/6)$ and $\sqrt{q(1-q)}\approx\sqrt q\,(1-q/2)$. Their sum is $2\sqrt q\,(1-q/6)$, so

$$
\delta\approx\frac{4eD}{\pi}\sqrt q\left(1-\frac q6\right),\qquad
\frac{4eD}{\pi}\sqrt q=2e\sqrt{\frac{FDw}{\pi}} .
$$

At fixed $F$ and $D$ the lowering of a very narrow strip vanishes as $\sqrt w$. The local step $D$ is still present, but the electron has to pass over a barrier located where the step has mostly faded.

### Worked example

Consider a tungsten contact to moderately doped n-type silicon with rough parameters: relative permittivity 12, $N=10^{16}\ \mathrm{cm^{-3}}=10^{-5}\ \mathrm{nm^{-3}}$, $\Phi=0.65$ eV and $T=300$ K, so $k_{\rm B}T=25.85$ meV. The step $D=0.30$ V is chosen. If the dipole layer has the permittivity of the semiconductor, its moment is $p=\epsilon D=0.1989\ e/\mathrm{nm}$, or 9.56 debye/nm². Here $\epsilon$ is 12 times the vacuum permittivity, or $0.663\ e/(\mathrm{V\,nm})$.

The band bending needs the bulk Fermi level. For one parabolic valley of mass $m$, two spin states and Boltzmann statistics, the electron density is $e^{-(E_{\rm c}-E_{\rm F})/k_{\rm B}T}$ times

$$
2\int\frac{d^3k}{(2\pi)^3}\,e^{-\hbar^2k^2/2mk_{\rm B}T}=2\left(\frac{mk_{\rm B}T}{2\pi\hbar^2}\right)^{3/2}.
$$

With masses 0.2, 0.2 and 0.9 electron masses along the three axes, $m$ is their geometric mean. Six such valleys give $N_{\rm c}=2.857\times10^{19}\ \mathrm{cm^{-3}}$. In the bulk the density equals $N$, so

$$
E_{\rm b}=\Phi-k_{\rm B}T\ln\frac{N_{\rm c}}{N}=0.65-0.02585\times7.958=0.444\ \mathrm{eV}.
$$

The depletion width and field follow:

$$
W=\sqrt{\frac{2\times0.663\times0.4443}{10^{-5}}}\ \mathrm{nm}=243\ \mathrm{nm},\qquad
F=\frac{2\times0.4443}{242.7}\ \mathrm{V/nm}=3.66\ \mathrm{mV/nm},
$$

which is 0.0366 MV/cm. In the linear-field approximation the critical width is $4\times0.30/(\pi\times0.00366)=104$ nm.

For $w=20$ nm, $z_*^2=522-100=422\ \mathrm{nm^2}$ and $z_*=20.5$ nm. The field term is $0.00366\times20.54=0.0752$ V. The strip term is $0.1910\times\arctan(0.487)=0.0865$ V. Together they give $\delta=162$ meV, so the effective barrier is 0.488 eV instead of the 0.35 eV expected from the local step.

Four widths compare as follows, with $F$ and $D$ held fixed:

| $w$ (nm) | $\phi_{\rm m}$ at 20 nm (mV) | $z_*$ (nm) | $\delta$ (meV) |
|---|---|---|---|
| 5 | 23.8 | 11.1 | 82.9 |
| 20 | 88.6 | 20.5 | 161.7 |
| 80 | 211.4 | 22.1 | 284.5 |
| 200 | 262.3 | none | 300.0 |

The 200 nm strip loses part of its shift at a height of 20 nm and still keeps its full barrier lowering, because, with the image force left out, its highest point lies at the interface. The image force, treated below, moves that point a few nanometres into the semiconductor. The saddle heights at 20 and 80 nm are similar because $z_*$ is symmetric about $w=w_{\rm c}/2=52$ nm and these widths lie on opposite sides of it. In between, $z_*$ rises to its largest value, $w_{\rm c}/4=26$ nm. The square-root limit gives 167.2 meV at 20 nm, but 334.4 meV at 80 nm. The latter exceeds $eD$ and shows that the limit no longer applies.

The table uses the linear field. The curvature of the depletion potential, left out here, raises the saddle by roughly $E_{\rm b}z_*^2/W^2$. This correction to $\delta$ is largest near $w_{\rm c}/2$, about 6 meV, and falls below half a meV at $w=w_{\rm c}$. What becomes sensitive near $w_{\rm c}$ is the position of the saddle. At $w=w_{\rm c}$ the curvature changes the slope of the energy close to the interface from zero to about $eFz/W$, which is positive. A shallow saddle therefore remains there, at a height of about 12 nm, and the curvature alone keeps it alive for about 1 nm beyond $w_{\rm c}$. With the maximum located afresh, the curvature reduces the tabulated lowering by 3.4 meV (2.1%) at 20 nm and by 4.6 meV (1.6%) at 80 nm.

For equal area and prefactor, the thermal emission of the 20 nm strip is smaller than the local barrier would suggest by $\exp[(300-161.7)/25.85]$, a factor of about 210.

### Electrostatic corrections

The following figures refer to the 20 nm strip. The curvature of the depletion potential raises the saddle by about $E_{\rm b}z_*^2/W^2=3.2$ meV. A grounded plane at $z=W$, standing for the screening at the depletion edge, adds about 0.5 meV. Locating the maximum afresh with both effects gives $\delta=157.8$ meV.

The image force adds the energy $-e^2/(16\pi\epsilon z)$, about $-1.5$ meV at the saddle, and brings $\delta$ to 159.1 meV. It lowers the surrounding contact by more, 20.9 meV, because the maximum there lies closer to the metal. The advantage of the strip over its surroundings is then 138 meV.

A forward bias reduces the band bending, and $F$ varies as its square root. At 0.20 V forward the field falls by the factor $\sqrt{0.2443/0.4443}=0.74$, and the linear-field formula gives $\delta=140.5$ meV instead of 161.7 meV. The saddle then lies farther from the metal, so the curvature of the depletion potential matters more and lowers $\delta$ further. A current–voltage curve of such a strip therefore reflects a barrier that rises with forward bias.

Electrons spilling into the edge of the depletion region reduce the field a little. With $v$ the band energy above its bulk value, $v''=(e^2N/\epsilon)(1-e^{-v/k_{\rm B}T})$. Multiplying by $v'$ and integrating from the bulk gives

$$
\frac{v'^2}{2}=\frac{e^2N}{\epsilon}\left[v-k_{\rm B}T\left(1-e^{-v/k_{\rm B}T}\right)\right].
$$

At the interface the exponential is negligible, and $E_{\rm b}$ is replaced by $E_{\rm b}-k_{\rm B}T$. The field drops by 3.0%. Since $U$ is stationary at $z_*$, a small change of $F$ alters $\delta$ by $ez_*$ times that change, here about 2 meV.

Two further assumptions, an empty depletion region at the strip and a long strip, hold well for these numbers. At the strip surface the zero-bias electron density is $3.8\times10^{13}\ \mathrm{cm^{-3}}$, far below the doping. A strip 500 nm long loses 0.36% of its potential at the saddle.

### Quantum motion and random dopants

Differentiating $dU/dz$ once more and inserting $z_*^2+w^2/4=Dw/(\pi F)$ gives

$$
U''(z_*)=-\frac{2eDwz_*}{\pi}\left(\frac{\pi F}{Dw}\right)^2=-\frac{2\pi eF^2z_*}{Dw}=-\kappa .
$$

The strip potential obeys Laplace's equation and the linear term has no curvature, so the curvature along $x$ is $+\kappa$. Here $\kappa=0.288\ \mathrm{meV/nm^2}$. Motion along $x$ has the zero-point energy $\tfrac12\hbar\sqrt{\kappa/m}$, which is 5.2 meV for the light mass and 2.5 meV for the heavy one. This raises the lowest open channel by the same amount.

For tunnelling along $z$, take as input the standard transmission of an inverted parabola, $1/(1+e^{-2\pi E/\hbar\omega})$, with $E$ measured from its top and $\omega=\sqrt{\kappa/m}$. Let $g=\hbar\omega/2k_{\rm B}T$ and $t=E/k_{\rm B}T$. The thermal flux relative to classical passage is

$$
\int_{-\infty}^{\infty}\frac{e^{-t}\,dt}{1+e^{-\pi t/g}}
=\frac g\pi\int_0^\infty\frac{v^{g/\pi-1}}{1+v}\,dv=\frac{g}{\sin g},\qquad g<\pi,
$$

with $v=e^{-\pi t/g}$ and the known value $\pi/\sin\pi a$ of the integral of $v^{a-1}/(1+v)$. For the light mass the gain is 0.7%, so emission over this saddle is nearly classical.

The donors are discrete, with a mean spacing of 46 nm, more than twice $z_*$. For independently placed donors above a grounded metal, the variance of the potential is $N$ times the integral of the squared potential of one donor and its image. Write $a=|z-z'|$ and $b=z+z'$ for the vertical distances to the two. The lateral Fourier transform of $1/\sqrt{\rho^2+a^2}$ is $2\pi e^{-ka}/k$, so

$$
\int d^2\rho\left(\frac1r-\frac1{r'}\right)^2
=2\pi\int_0^\infty\frac{dk}{k}\left(e^{-ka}-e^{-kb}\right)^2
=2\pi\ln\frac{(a+b)^2}{4ab}.
$$

With $\tau=z'/z$ the logarithm is $-\ln(1-\tau^2)$ for $\tau<1$ and $-\ln(1-\tau^{-2})$ for $\tau>1$. Its integrals over $\tau$ are $2-2\ln2$ and $2\ln2$, which add to 2. The volume integral is $4\pi z$, and

$$
\phi_{\rm rms}=\frac{e}{4\pi\epsilon}\sqrt{4\pi Nz}.
$$

At the saddle this is 6.1 mV, or 6.1 meV for an electron. Counting only donors within the depletion width removes a fraction of about $z/2W$ of the variance and gives 6.0 mV. It is a spread between positions along the strip, and a donor close to the saddle produces a larger local change.

### Comparison with real contacts

The barrier and permittivity above are rough values for tungsten on n-type silicon, and the doping is a moderate one. The step and the sharp, straight strip are model choices, since real interfaces have patches of various shapes and strengths. Contacts made to be ohmic are doped far more heavily, by orders of magnitude. At fixed band bending $F$ grows as $\sqrt N$ and $w_{\rm c}$ shrinks in proportion, but tunnelling through the whole barrier then becomes important and the saddle no longer sets the current. Among the effects sized here, the largest are the 0.20 V forward bias, which removes 21 meV of the lowering in the linear-field formula, and the image force, which lowers the surrounding barrier by a similar amount. The full numerical output follows.

## Calculated quantities

```
Height/width: free and metal-backed shift, units p/eps
  0.1: 0.4372  0.8743
  0.5: 0.2500  0.5000
  1.0: 0.1476  0.2952
  5.0: 0.0317  0.0635
Coulomb integral at height/width 1: 0.1476
Far-limit ratio at height/width 20: 0.99979
Largest Poisson-grid deviation: 0.00048 of the step
Relative permittivity: 12
Doping: 1.0e+16 cm^-3
Uniform barrier: 0.65 eV
Local step p/eps: 0.30 V
Temperature: 300 K; kT: 25.85 meV
Dipole density p: 0.1989 e/nm
  the same: 9.56 debye/nm^2
Masses: 0.2, 0.9 m_e; valleys: 6
Band density of states: 2.857e+19 cm^-3
Band bending: 0.4443 eV
Depletion width: 242.7 nm
Interface field F: 3.660 mV/nm
  the same: 0.0366 MV/cm
Critical strip width: 104.4 nm
Width nm: shift at 20 nm free, backed (mV)
  5: 11.9  23.8
  20: 44.3  88.6
  80: 105.7  211.4
  200: 131.2  262.3
Width nm: saddle height nm, lowering meV, narrow limit meV
  5: 11.14  82.9  83.6
  20: 20.54  161.7  167.2
  80: 22.07  284.5  334.4
  200: no saddle, lowering 300.0 meV
For the 20 nm strip:
Effective barrier: 0.4883 eV
Boltzmann loss from pinch-off: 210.4 times
Lowering, curved bands and edge: 157.8 meV
Lowering, image force added: 159.1 meV
Image lowering without strip: 20.9 meV
Lowering at 0.20 V forward: 140.5 meV
Field loss from thermal tail: 3.0 %
Saddle curvature: 0.2882 meV/nm^2
Zero-point energy, light mass: 5.24 meV
Zero-point energy, heavy mass: 2.47 meV
Tunnelling gain, light mass: 1.0069
Random-dopant rms at saddle: 6.10 meV
Mean dopant spacing: 46.4 nm
Electron density at strip: 3.77e+13 cm^-3
Shift loss, length 500 nm: 0.36 %
```
